\section*{Pressure derivative of the bulk modulus from third-order elastic constants}

A crystal squeezed from all sides usually becomes harder to squeeze further. Its bulk modulus $B$ then rises with pressure $P$, and the initial slope $B'=dB/dP$ is a pure number, typically of order five. The same crystal can be studied without a pressure cell, by finding how its energy responds to small strains of several shapes. The second derivatives of that energy are the ordinary elastic constants, and the third derivatives measure the departure from a linear response. Stiffening under pressure is such a departure, so $B'$ must be contained in these constants. For a cubic crystal whose reference state carries no stress, the relation is
\begin{equation}
B'=-\frac{C_{111}+6C_{112}+2C_{123}}{3C_{11}+6C_{12}}\qquad (P=0).
\label{result}
\end{equation}

The value of the formula depends on how the constants are defined. Let a uniform deformation carry the material point $\mathbf X$ to $\mathbf x=F\mathbf X$. The Lagrangian strain is $\eta=(F^{T}F-1)/2$, and its diagonal components are called $\eta_1,\eta_2,\eta_3$. Let $\phi(\eta)$ be the Helmholtz energy at fixed temperature, divided by the volume of the reference state, with any internal atomic coordinates relaxed. The constants are plain derivatives at $\eta=0$,
\begin{equation}
C_{ij}=\frac{\partial^2\phi}{\partial\eta_i\partial\eta_j},\qquad
C_{ijk}=\frac{\partial^3\phi}{\partial\eta_i\partial\eta_j\partial\eta_k},
\end{equation}
with no factorials absorbed. Pressure is positive in compression.

Under a uniform stretch $s$ of all lengths, $F=s\,1$ and the crystal stays cubic. Its stress is then a symmetric tensor unchanged by the cubic rotations, which must be a multiple of the unit tensor, so the stress is a pure pressure. Conversely, a small pressure produces a uniform stretch provided the crystal is elastically stable, because the strain that answers a given stress is then unique. It is therefore enough to follow the energy along
\begin{equation}
\eta_1=\eta_2=\eta_3=\eta=\frac{s^2-1}{2},\qquad J=s^3,
\end{equation}
where $J$ is the ratio of the volume to its reference value.

The Taylor series of the energy along this path is
\begin{equation}
\phi=\phi_0+\frac{\eta^2}{2}\sum_{ij}C_{ij}+\frac{\eta^3}{6}\sum_{ijk}C_{ijk}+Q\eta^4+\dots,
\end{equation}
with indices running from 1 to 3 and $Q$ collecting the fourth-order constants. The linear term is absent because the reference state is unstressed. Of the nine ordered pairs, three have equal indices and six do not, so the double sum is $3C_{11}+6C_{12}$. Of the 27 ordered triples, three have all indices equal and six have all different. The remaining 18 have exactly two equal. Hence
\begin{align}
\sum_{ij}C_{ij}&=3K, & K&=C_{11}+2C_{12},\\
\sum_{ijk}C_{ijk}&=3S, & S&=C_{111}+6C_{112}+2C_{123},
\end{align}
and
\begin{equation}
\phi=\phi_0+\tfrac32K\eta^2+\tfrac12S\eta^3+Q\eta^4+\dots
\label{energy}
\end{equation}
The count of 18 assumes that $C_{112}$ and $C_{113}$ are equal, which holds when a symmetry operation exchanges two cube axes, as in the silver and diamond structures. In the cubic classes without such an operation the two constants differ, each accounts for nine triples, and $6C_{112}$ is replaced by $3C_{112}+3C_{113}$.

A reversible volume change at fixed temperature costs the energy $-P\,dJ$ per reference volume, so $P=-d\phi/dJ$. From $d\eta/ds=s$ and $dJ/ds=3s^2$ it follows that $d\eta/dJ=1/(3s)$. It is convenient to define
\begin{equation}
g(\eta)=\frac13\frac{d\phi}{d\eta}=K\eta+\tfrac12S\eta^2+\tfrac43Q\eta^3+\dots,
\end{equation}
for then
\begin{equation}
P=-\frac{1}{3s}\frac{d\phi}{d\eta}=-\frac{g}{s}.
\label{pressure}
\end{equation}
Let a prime on $g$ denote a derivative with respect to $\eta$. Since $dg/ds=s\,g'$,
\begin{equation}
\frac{dP}{ds}=-\frac{s\,g'}{s}+\frac{g}{s^2}=-g'+\frac{g}{s^2}.
\label{dpds}
\end{equation}
The bulk modulus is $B=-J\,dP/dJ$. Because $J\,d/dJ=(s/3)\,d/ds$,
\begin{equation}
B=-\frac s3\frac{dP}{ds}=\frac13\left(s\,g'-\frac gs\right).
\label{bulk}
\end{equation}
Differentiating once more, the first term gives $g'+s^2g''$ and the second gives $-g'+g/s^2$. The two terms in $g'$ cancel:
\begin{equation}
\frac{dB}{ds}=\frac13\left(s^2g''+\frac{g}{s^2}\right).
\label{dbds}
\end{equation}

At $s=1$ the strain vanishes, so $g=0$, $g'=K$ and $g''=S$. The quartic term adds $8Q\eta$ to $g''$, which is zero there, and higher terms vanish faster. Thus
\begin{equation}
B=\frac K3,\qquad \frac{dB}{ds}=\frac S3,\qquad \frac{dP}{ds}=-K,
\end{equation}
and the quotient of the last two is $B'=-S/(3K)$, which is equation (\ref{result}). No small-strain approximation remains, because a slope at a point needs no more than the third derivative of the energy.

The signs have a direct meaning. For a stable crystal $K$ is positive, so stiffening under pressure requires $S<0$. By equation (\ref{energy}) the cubic term then raises the energy in compression, where $\eta<0$, and lowers it in expansion. If $S$ were zero, $B'$ would vanish: an energy purely quadratic in Lagrangian strain describes a solid whose bulk modulus does not change to first order in pressure.

That statement depends on the measure of strain. Suppose the energy is differentiated instead with respect to the linear strain $e=s-1$. Then $\eta=e+e^2/2$, so $\eta^2=e^2+e^3+\dots$ and $\eta^3=e^3+\dots$, and the energy becomes
\begin{equation}
\phi=\phi_0+\tfrac32Ke^2+\tfrac12(S+3K)e^3+\dots
\end{equation}
The second-order combination is unchanged, but the third-order one is now $S+3K$. Inserted into equation (\ref{result}) it gives $-(S+3K)/(3K)=B'-1$. The error is one whole unit for every unstressed cubic crystal, whatever its stiffness. Third-order constants obtained by differentiating the energy with respect to $e$ must therefore be converted first.

The condition of zero stress can also be relaxed, which shows what it does. Let the reference state be a cubic crystal under pressure $P_0$, with constants defined as before by strain derivatives at that state and per volume of that state. The energy acquires the linear term $-3P_0\eta$, so that $g=-P_0+K\eta+S\eta^2/2+\dots$, and equation (\ref{pressure}) correctly returns $P=P_0$ at $s=1$. Equations (\ref{dpds}) to (\ref{dbds}) hold for any $g$, and now give
\begin{equation}
B=\frac{K+P_0}{3},\qquad
B'=\frac{(S-P_0)/3}{-P_0-K}=\frac{P_0-S}{3(K+P_0)}.
\label{stressed}
\end{equation}
Both reduce to the earlier results when $P_0=0$.

A model of silver allows $B$ and $B'$ to be computed both from the elastic constants and directly from the energy against volume. In the Sutton--Chen potential the energy per atom is
\begin{equation}
E=\varepsilon\left[\frac12\sum_j\left(\frac{a}{r_j}\right)^{12}-c\,\sqrt{\sum_j\left(\frac{a}{r_j}\right)^{6}}\,\right],
\end{equation}
where $r_j$ are the distances to the neighbours and $a$ is the lattice constant of the unstressed static crystal. The square root makes the bonding depend on the whole surroundings of an atom. The inputs are rough values for silver: $a=0.41$ nm, hence an atomic volume $\Omega=a^3/4=0.01723$ nm$^3$, and a cohesive energy $E_c=2.9$ eV per atom. Zero pressure fixes $c=144.6$, and the cohesive energy then fixes $\varepsilon=2.49$ meV. Neighbours within four lattice constants are kept. Extending this to six, with the amplitudes refitted, reduces the magnitude of $C_{111}$ by $0.03\,\%$. Fully converged sums give $c=144.4$ and move the individual constants below by up to 0.7 GPa; the largest relative change is $0.3\,\%$, in $C_{123}$.

This potential offers an analytic check. Under a uniform stretch the repulsion scales as $s^{-p}$ with $p=12$, and the square root as $s^{-q}$ with $q=3$. Write $E=As^{-p}-Ds^{-q}$. Zero pressure at $s=1$ requires $pA=qD$; call this common value $M$. Then
\begin{align}
P&=-\frac{1}{3\Omega s^2}\frac{dE}{ds}=\frac{M}{3\Omega}\left(s^{-p-3}-s^{-q-3}\right),\\
B&=-\frac s3\frac{dP}{ds}=\frac{M}{9\Omega}\left[(p+3)s^{-p-3}-(q+3)s^{-q-3}\right].
\end{align}
At $s=1$ the derivatives are $dB/ds=-M[(p+3)^2-(q+3)^2]/(9\Omega)$ and $dP/ds=-M(p-q)/(3\Omega)$. The difference of squares is $(p-q)(p+q+6)$, so
\begin{equation}
B'=\frac{p+q+6}{3}=\frac{12+3+6}{3}=7 .
\end{equation}
The cohesive energy is $E_c=D-A=M(p-q)/(pq)$, which gives $B=M(p-q)/(9\Omega)=pqE_c/(9\Omega)=4E_c/\Omega$, or 107.9 GPa.

The elastic constants come from lattice sums in which the three axes are stretched independently. Each constant depends on which neighbours are kept, but the same scaling fixes the combinations $K$ and $S$ for any cutoff once the amplitudes are refitted. The comparison below therefore tests the counting of terms and the definition of strain, not the accuracy of the lattice sums. Numerical differentiation gives $C_{11}=136.60$, $C_{12}=93.50$, $C_{111}=-1543.32$, $C_{112}=-847.85$ and $C_{123}=-82.51$ GPa. The digits are kept to show the arithmetic, not because the model describes silver so finely. The combinations are
\begin{align}
K&=136.60+2(93.50)\approx323.6\ \text{GPa},\\
S&=-1543.32-6(847.85)-2(82.51)=-6795.4\ \text{GPa},
\end{align}
so that $B=K/3=107.9$ GPa and
\begin{equation}
B'=\frac{6795.4}{3\times323.6}=7.00 .
\end{equation}
Differences of pressure and bulk modulus between neighbouring volumes, taken without any elastic constants, also give 7.00. Constants defined by linear strain give 6.00 when put into the same formula, as predicted. About three quarters of $S$ comes from $6C_{112}$. Because of the coefficient six, an error of a given number of GPa in $C_{112}$ changes $S$ six times as much as the same error in $C_{111}$.

Compressing the model to $s=0.98$ takes it to $P_0=8.09$ GPa, where $K=478.6$ GPa and $S=-9484.1$ GPa. Equation (\ref{stressed}) gives
\begin{equation}
B=\frac{478.6+8.09}{3}=162.2\ \text{GPa},\qquad
B'=\frac{8.09+9484.1}{3(478.6+8.09)}=6.50,
\end{equation}
and the direct derivatives at that volume agree. The unstressed formula, used there with the same constants, gives 6.61, which is $1.6\,\%$ too high relative to the direct value.

The slope at zero pressure should not be stretched into a law for large pressures. At 1 GPa the straight line $B(0)+B'P$ gives 114.9 GPa and the model 114.8 GPa. At 10 GPa the line gives 177.9 GPa against 174.6 GPa, an overestimate of $1.9\,\%$. The curvature behind this difference does involve the fourth-order constants.

Temperature has a larger effect. The derivation already covers it, since $\phi$ is a free energy, but the numbers above belong to a static lattice. An estimate for 300 K adds the vibrations of each atom in the cage of its fixed neighbours, with a frequency that depends on volume and an atomic mass of 108 u. The unstressed volume grows by $2.6\,\%$, the isothermal bulk modulus falls to 88.7 GPa and its isothermal pressure derivative rises to 7.70. This treatment leaves out the correlated motion of neighbours and any anharmonicity beyond the volume dependence of the frequency, so it gives the size of the effect and not a precise correction. A quasi-harmonic sum over the full phonon spectrum of the same potential gives $2.5\,\%$, 89.6 GPa and 7.62 instead, and changes the adiabatic modulus and mixed slope quoted below to 97.3 GPa and 7.42.

The same estimate shows why the thermal condition has to be stated. At the megahertz frequencies of an ultrasonic measurement the wavelength is long enough that little heat flows between crests and troughs within one period, so the waves probe adiabatic moduli; in silver at room temperature this ceases to hold near 10 GHz. When the pressure on the sample is changed slowly at fixed temperature, the measured slope is the isothermal derivative of an adiabatic modulus. In the model at 300 K the adiabatic modulus is 96.9 GPa, and this mixed slope is 7.46 instead of 7.70. Third-order constants obtained in this way are mixed too, and equation (\ref{result}) does not turn them into the isothermal $B'$ without a correction.

Real silver has a room-temperature bulk modulus of roughly 100 GPa and a $B'$ usually quoted as roughly 6, with some spread between experiments. The model brackets the first, with 108 GPa for the static lattice and 89 to 90 GPa at 300 K, about $10\,\%$ low. The model is high in the second, where its static value is set by the chosen exponents alone. Its adiabatic modulus exceeds the isothermal one by $9\,\%$ of the latter, about twice the rough $4\,\%$ expected for the metal at room temperature, so the thermal shifts quoted here are probably too large. A silver film on a chip also breaks the assumption of an unstressed cubic state. For a biaxial tension of 0.3 GPa, taken as a rough size, the mean pressure is $-2(0.3)/3=-0.2$ GPa. With $B'=7$ this hydrostatic part lowers $B$ by about 1.4 GPa, or $1.3\,\%$. The remaining part of the stress lowers the symmetry, to tetragonal for a (001) film, trigonal for a (111) film and lower for other orientations, and its separate elastic constants then need more than equation (\ref{result}).

For silicon, rough measured constants rounded to about two figures are $C_{11}=170$, $C_{12}=64$, $C_{111}=-830$, $C_{112}=-450$ and $C_{123}=-64$ GPa. They give
\begin{equation}
B'=\frac{830+6(450)+2(64)}{3(170)+6(64)}=\frac{3658}{894}=4.09 .
\end{equation}
Letting each constant vary within its rounding interval moves the result between 3.97 and 4.22. More than half of this width comes from rounding $C_{11}$ alone; with the better known values $C_{11}\approx165.7$ and $C_{12}\approx63.9$ GPa the result is 4.15, between 4.11 and 4.20. Measurements under pressure give roughly 4.2, at the top edge of this range or slightly above it, and these inputs cannot decide between 4.1 and 4.2. Experimental uncertainty comes in addition: an error of 10 GPa in $C_{112}$ alone shifts $B'$ by $60/894\approx0.07$.

In first-principles work the relation gives a useful comparison between two calculations, one of energy against volume and one of energy against separate strains. Both must use the same functional and numerical settings, and the strained cells must start from the zero-pressure volume found with those settings. When the constants come from energy derivatives, a result too low by one points to linear strain in place of Lagrangian strain, and a result too low by two points to logarithmic strain, provided the reference volume is right. A wrong reference shifts the result as well: in the silver model equation (\ref{result}) gives 6.79 at $s=0.99$ and 7.26 at $s=1.01$ instead of 7. Constants fitted to stresses are the $C_{ijk}$ defined above when the second Piola--Kirchhoff stress is differentiated with respect to Lagrangian strain. For other pairs of a stress $\sigma$ and a strain $x$ the derivatives are not symmetric in their indices: $\partial^2\sigma_1/\partial x_1\partial x_2$ and $\partial^2\sigma_2/\partial x_1^2$ differ. If the stress is followed along the uniform stretch itself, Cauchy stress gives $B'+1/3$ against linear strain and $B'+2/3$ against Lagrangian strain, and the second Piola--Kirchhoff stress against linear strain gives $B'-1/3$. If instead one of the two derivatives is put into equation (\ref{result}) as $C_{112}$, the shift depends on that choice and on $C_{12}/C_{11}$. For Cauchy stress against Lagrangian strain in the silver model it is $+0.37$ with the first and $+1.26$ with the second. Agreement, however, confirms the single combination $S/K$. Errors that raise $C_{112}$ by some amount and lower $C_{111}$ by six times that amount leave $S$ unchanged, and deformations other than uniform compression are needed to reveal them. The numerical output below collects the static and single-frequency values of the silver model and the two-figure silicon estimate; the converged sums, the phonon-spectrum values, the refined silicon range and the shifts for logarithmic strain, stress fits and other reference volumes are not part of it.

\section*{Calculated quantities}
\begin{verbatim}
SILVER MODEL: Sutton-Chen potential, rough inputs
Lattice constant: 0.41 nm
Cohesive energy: 2.9 eV per atom
Atomic mass: 108 u
Exponents: 12 and 6
Cutoff: 4 lattice constants
Atomic volume: 0.01723 nm^3
Energy amplitude: 2.4900 meV
Binding amplitude: 144.576 (dimensionless)
C11: 136.60 GPa
C12: 93.50 GPa
C111: -1543.32 GPa
C112: -847.85 GPa
C123: -82.51 GPa
K = C11 + 2 C12: 323.59 GPa
S = C111 + 6 C112 + 2 C123: -6795.44 GPa
B from elastic constants: 107.864 GPa
B from energy against volume: 107.864 GPa
B' from elastic constants: 7.00000
B' from pressure and modulus: 7.00000
B' from power-law scaling: 7.00000
Remainder ratio on halving strain: 15.68
Formula with linear-strain constants: 6.00000
COMPRESSED REFERENCE
Linear stretch: 0.98
Reference pressure: 8.093 GPa
K at this state: 478.60 GPa
S at this state: -9484.08 GPa
B, direct: 162.231 GPa
B', direct: 6.5011
B', stressed-state formula: 6.5011
B', unstressed formula misused: 6.6054
NEGLECTED EFFECTS IN THE SILVER MODEL
Temperature: 300 K
Einstein temperature: 163.1 K
Volume increase from static crystal: 2.56 %
Isothermal B: 88.72 GPa
Adiabatic B: 96.94 GPa
Isothermal B': 7.700
Isothermal slope of adiabatic B: 7.459
B at 1 GPa, linear estimate: 114.86 GPa
B at 1 GPa, model: 114.82 GPa
B at 10 GPa, linear estimate: 177.86 GPa
B at 10 GPa, model: 174.55 GPa
C111 change, cutoff 4 to 6: -0.032 %
SILICON: rough two-figure inputs
C11: 170 +/- 5 GPa (rounding)
C12: 64 +/- 0.5 GPa (rounding)
C111: -830 +/- 5 GPa (rounding)
C112: -450 +/- 5 GPa (rounding)
C123: -64 +/- 0.5 GPa (rounding)
B' from central values: 4.09
Lowest B' within rounding: 3.97
Highest B' within rounding: 4.22
\end{verbatim}
